# Square-root onset of absorption at a three-dimensional direct band edge, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one driven pair of levels to the absorption edge

### The result

A crystal has a filled valence band and an empty conduction band, separated by a direct gap $E_g$. Near the edge its absorption coefficient at photon energy $\omega$ is

$$
\alpha(\omega)=\frac{2(2\mu)^{3/2}|P|^2}{n c}\,\frac{\sqrt{\omega-E_g}}{\omega}\qquad(\omega>E_g),
\tag{1}
$$

and zero for $\omega<E_g$. Here $\mu$ is the reduced mass of electron and hole, $P$ the momentum matrix element between the bands along the polarization of the light, $n$ the refractive index and $c$ the speed of light. The intensity of the light decays as $e^{-\alpha z}$ with depth $z$.

Formula (1) holds for independent electrons in a weak field, without line broadening, when $P$ is constant and the energy difference of the bands is quadratic in the wave vector. It counts one valence and one conduction band, each degenerate in spin only. Where the valence band is degenerate at the edge, as with the heavy and light holes of III-V crystals, each branch adds a term of this form with its own $\mu$ and its own direction-averaged $|P|^2$. The pure square root belongs to the product $\omega\alpha$ at constant $n$. The coefficient $\alpha$ itself follows a square root to leading order in $(\omega-E_g)/E_g$, because $1/\omega$ varies slowly near the edge.

Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are one, and $4\pi\varepsilon_0=1$. The speed of light is then the inverse fine-structure constant, $c=137.036$.

### Simple case: one pair of levels

Take a single electron with a lower level at energy $0$ and an upper level at energy $E$. An oscillating perturbation couples them with the matrix element $V\cos\omega t$, where $V$ is small. The electron starts in the lower level. Write the amplitude of the upper level as $b(t)e^{-iEt}$, so that $b$ changes through the perturbation alone. To first order in $V$ the lower amplitude stays at one, and the Schrödinger equation gives

$$
i\dot b=V\cos(\omega t)\,e^{iEt}
=\frac V2\left[e^{i(E+\omega)t}+e^{i(E-\omega)t}\right].
$$

Integration from $0$ to $t$, with $b(0)=0$, yields

$$
b(t)=-\frac V2\left[\frac{e^{i(E+\omega)t}-1}{E+\omega}+\frac{e^{i(E-\omega)t}-1}{E-\omega}\right].
$$

The first term in the bracket never exceeds $2/\omega$ in magnitude, since its denominator is at least $\omega$. The second grows in proportion to $t$ when $E$ is close to $\omega$, and it dominates once $\omega t\gg1$. It comes from the half of the cosine that varies as $e^{-i\omega t}$, which is why the effective coupling is $V/2$ and not $V$. Keep this term and set $\Delta=E-\omega$. Because $|e^{i\Delta t}-1|^2=4\sin^2(\Delta t/2)$,

$$
|b(t)|^2\simeq V^2\,\frac{\sin^2(\Delta t/2)}{\Delta^2}.
\tag{2}
$$

At exact resonance, $\Delta\to0$, this becomes $V^2t^2/4$. A single pair therefore has no constant transition rate: for $\omega t\gg1$ its population grows as the square of the time. First-order theory also requires $Vt/2\ll1$, so that the lower level is hardly emptied.

### Many pairs: the golden rule

Now let there be many independent pairs with the same $V$, and let $J(E)\,dE$ be their number per volume with energy difference between $E$ and $E+dE$. The number of excited electrons per volume is the sum of (2) over all pairs,

$$
N(t)=V^2\int J(E)\,\frac{\sin^2(\Delta t/2)}{\Delta^2}\,dE .
$$

The weight function has a peak at $E=\omega$ of height $t^2/4$ and width of order $2\pi/t$. If $J$ changes little over this width, it can be taken out of the integral at $E=\omega$. The substitution $y=\Delta t/2$ then gives

$$
\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{\Delta^2}\,d\Delta
=\frac t2\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=\frac{\pi t}{2}.
$$

Height times width is proportional to $t$, and this is how a constant rate arises from pairs that individually have none. The number of transitions per volume and time is

$$
W=\frac{N}{t}=\frac{\pi}{2}V^2J(\omega)=2\pi\left(\frac V2\right)^2J(\omega).
\tag{3}
$$

This is Fermi's golden rule: $2\pi$ times the squared resonant coupling times the density of pairs at the photon energy.

Two limits show where (3) applies. Below the edge, with $\omega=E_g-d$ and $d>0$, every pair has $\Delta\ge d$. Since $\sin^2\le1$, the population obeys $N(t)\le V^2\int J\,dE/\Delta^2$. This integral is finite even if $J$ keeps growing as a square root up to infinite energy. The population stays bounded, and the long-time rate is zero, as (3) says with $J=0$.

Just above the edge the condition of a slowly varying $J$ matters. The peak must fit between the edge and the photon energy, so $2\pi/t\ll\omega-E_g$. After $m$ optical periods $t=2\pi m/\omega$, and the width is $\omega/m$. For $\omega=0.055$ hartree and $E_g=0.050$ hartree, a width of one tenth of the excess energy $\omega-E_g$ takes $m=110$ periods. If scattering interrupts the process earlier, the onset is rounded over a corresponding energy range.

### The coupling in a crystal

An electron has charge $-1$, so in a vector potential $\mathbf A$ its Hamiltonian is $(\mathbf p+\mathbf A)^2/2+U(\mathbf r)$, where $U$ is the crystal potential. The wavelength of the light is much longer than a unit cell, so $\mathbf A$ is first taken as uniform in space,

$$
\mathbf A(t)=A_0\,\mathbf e\cos\omega t ,
$$

with unit polarization vector $\mathbf e$. Expanding the square gives the perturbation $\mathbf A\cdot\mathbf p+A^2/2$. The second term is a number that depends on time alone. It cannot connect two orthogonal states and drops out.

The states of the crystal are Bloch states. Under a translation by a lattice vector $\mathbf R$, the state with wave vector $\mathbf k$ acquires the factor $e^{i\mathbf k\cdot\mathbf R}$, while $\mathbf p$ is unchanged. The matrix element of $\mathbf p$ between a valence state at $\mathbf k$ and a conduction state at $\mathbf k'$ must therefore equal itself times $e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}$. For two wave vectors in the same Brillouin zone it vanishes unless $\mathbf k'=\mathbf k$. The transitions are vertical, and each $\mathbf k$ contributes one pair of levels for each spin, since $\mathbf p$ does not act on spin. The crystal is thus a collection of independent pairs of the kind treated above, with

$$
V=A_0|P|,\qquad P=\langle c\mathbf k|\mathbf e\cdot\mathbf p|v\mathbf k\rangle .
$$

The perturbation also has diagonal elements within each band. They do not contribute to the first-order amplitude for reaching the conduction band.

The assumption that $P$ is constant now enters. It allows all pairs to share one $V$, so that the dependence on energy comes from counting. Equation (3) becomes

$$
W=\frac{\pi}{2}A_0^2|P|^2J(\omega).
\tag{4}
$$

### Counting the pairs

Near the edge let the conduction energy rise as $k^2/(2m_e)$ and the valence energy fall as $k^2/(2m_h)$, with $\mathbf k$ measured from the band extremum. The energy difference is

$$
E(\mathbf k)=E_g+\frac{k^2}{2m_e}+\frac{k^2}{2m_h}=E_g+\frac{k^2}{2\mu},
\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.
$$

A crystal of volume $\Omega$ has $\Omega/(2\pi)^3$ wave vectors per unit volume of $\mathbf k$ space. With two spins, the joint density of states per crystal volume is

$$
J(\omega)=2\int\frac{d^3k}{(2\pi)^3}\,\delta\!\left(E_g+\frac{k^2}{2\mu}-\omega\right).
$$

Let $x=\omega-E_g$ be the excess energy. The delta function selects the sphere of radius $k=\sqrt{2\mu x}$. In spherical coordinates $d^3k=4\pi k^2\,dk$, and integrating the delta function over $k$ divides by the slope $dE/dk=k/\mu$. Hence

$$
J=\frac{2}{8\pi^3}\,4\pi k^2\,\frac{\mu}{k}=\frac{\mu k}{\pi^2}
=\frac{\mu\sqrt{2\mu x}}{\pi^2}=\frac{(2\mu)^{3/2}}{2\pi^2}\sqrt x .
\tag{5}
$$

The last form uses $\mu=(2\mu)/2$.

The square root thus has a geometric origin. The surface of the sphere grows as $k^2$, while the energy shells become thinner in $k$ as $1/k$. One power of $k$ remains, and $k$ is proportional to $\sqrt x$. In $d$ dimensions the surface grows as $k^{d-1}$, so $J\propto k^{d-2}$. The same bands would give a step in two dimensions and a divergence as $1/\sqrt x$ in one.

As a check, the number of pairs with excess below $x$ is twice the volume of the sphere divided by $(2\pi)^3$, which is $k^3/(3\pi^2)$. Its derivative with respect to $x$ is $(k^2/\pi^2)\,dk/dx=(k^2/\pi^2)(\mu/k)=\mu k/\pi^2$, in agreement with (5).

### From transition rate to absorption coefficient

Each transition removes the energy $\omega$ from the light, so the power absorbed per volume is $\omega W$. The electric field is $-\partial\mathbf A/\partial t$ and has the amplitude $E_0=\omega A_0$. In a medium of real index $n$ the magnetic amplitude is $B_0=nE_0/c$. With $\varepsilon_0=1/(4\pi)$ the magnetic constant is $\mu_0=1/(\varepsilon_0c^2)=4\pi/c^2$. The energy flux averaged over a period is

$$
I=\frac12\,\frac{E_0B_0}{\mu_0}=\frac{n c E_0^2}{8\pi}=\frac{n c\,\omega^2A_0^2}{8\pi}.
$$

The intensity lost per length is the power absorbed per volume, $-dI/dz=\omega W=\alpha I$. Therefore

$$
\alpha=\frac{\omega W}{I}
=\omega\,\frac{\pi}{2}A_0^2|P|^2J\,\frac{8\pi}{n c\,\omega^2A_0^2}
=\frac{4\pi^2|P|^2}{n c\,\omega}\,J(\omega).
\tag{6}
$$

The field strength cancels, as it must for linear absorption. One factor $\omega$ comes from the photon energy and $\omega^{-2}$ from expressing $A_0$ through the intensity, which leaves $1/\omega$. Inserting (5) gives $4\pi^2/(2\pi^2)=2$ and thus (1).

Absorption also gives the index an imaginary part $\kappa$. The field decays as $e^{-\kappa\omega z/c}$ and the intensity as the square of this, so $\kappa=\alpha c/(2\omega)$. The magnetic field gains a part of amplitude $\kappa E_0/c$, which is a quarter period out of phase with the electric field and carries no average flux. Equation (6) therefore keeps its form, with $n$ as the real part of the index.

### Numbers for one set of parameters

Take the round model values $E_g=0.050$ hartree (1.36 eV), $m_e=0.07$, $m_h=0.45$, $P=0.5$ and $n=3.6$. The reduced mass is $\mu=0.07\times0.45/0.52=0.0606$. At an excess of $x=0.005$ hartree,

$$
k=\sqrt{2\times0.0606\times0.005}=0.0246,\qquad
J=\frac{0.0606\times0.0246}{\pi^2}=1.51\times10^{-4},
$$

both in atomic units. With $\omega=0.055$ hartree, equation (6) gives

$$
\alpha=\frac{4\pi^2\times0.25\times1.51\times10^{-4}}{3.6\times137.0\times0.055}
=5.49\times10^{-5}\ \text{bohr}^{-1},
$$

or $1.04\times10^4\ \text{cm}^{-1}$. The imaginary index is $\kappa=5.49\times10^{-5}\times137.0/0.11=0.068$, about 2% of $n$. Over one wavelength in the crystal, $2\pi c/(n\omega)\approx4350$ bohr, the intensity falls by the factor $e^{-4\pi\kappa/n}$, a loss of 21%.

This value was tested without the golden rule. The Schrödinger equation was integrated in time for a dense set of driven pairs, with both halves of the cosine kept, and the absorbed power was divided by an intensity evaluated in SI units. The ratio to formula (1) is 0.99998 at excesses of 0.005 and 0.020 hartree, as the numerical output after the text shows. The last digit depends on the finite observation time, which can move the ratio by up to about $10^{-4}$. The straight line through the two values of $(\omega\alpha)^2$ reaches zero at 0.050000 hartree, the gap that was put in.

## Second half: use on films, generalizations and limits

### Symbols and results carried over

The photon energy is $\omega$, the gap $E_g$ and the excess $x=\omega-E_g$. The masses $m_e$ and $m_h$ combine to the reduced mass $\mu$, and $k=\sqrt{2\mu x}$ is the wave number of the pairs that absorb. $P$ is the momentum matrix element, $n$ the refractive index and $c$ the speed of light. The first half gave

$$
\alpha=\frac{4\pi^2|P|^2}{n c\,\omega}J,\qquad
J=\frac{\mu k}{\pi^2}=\frac{(2\mu)^{3/2}}{2\pi^2}\sqrt x ,
\tag{7}
$$

where $J$ is the joint density of states per volume and energy, with both spins. The worked example keeps its values: $E_g=0.050$ hartree, $\mu=0.0606$, $P=0.5$, $n=3.6$ and, unless stated otherwise, $x=0.005$ hartree.

### Reading a gap from measured absorption

Suppose that $\alpha(\omega)$ of a film is known. By (7), with constant $n$ and $P$,

$$
(\omega\alpha)^2=\frac{4(2\mu)^3|P|^4}{n^2c^2}\,(\omega-E_g).
$$

A plot of $(\omega\alpha)^2$ against $\omega$ is a straight line that reaches zero at the gap. A constant $n$ is itself an approximation, since the Kramers–Kronig relation ties the index to this absorption. In the example $n$ falls by about 2% between excesses of 0.001 and 0.020 hartree, which raises the intercept by a few meV. The example shows the scaling. At excesses of 0.00125, 0.005 and 0.020 hartree, each four times the one before, $\omega\alpha$ is 286, 571 and 1142 hartree/cm and doubles each time. The coefficient $\alpha$ itself is $0.557$, $1.04$ and $1.63$ in units of $10^4\ \text{cm}^{-1}$. It grows by factors of 1.86 and 1.57, because the factor $1/\omega$ reduces each doubling.

If $\alpha^2$ is plotted instead, the curve is proportional to $y(x)=x/(E_g+x)^2$, which is bent. Draw a line through two of its points, at $x_1$ and $x_2$. The difference of the ordinates is

$$
y_2-y_1=\frac{x_2(E_g+x_1)^2-x_1(E_g+x_2)^2}{(E_g+x_1)^2(E_g+x_2)^2}
=\frac{(x_2-x_1)(E_g^2-x_1x_2)}{(E_g+x_1)^2(E_g+x_2)^2},
$$

since the terms $2E_gx_1x_2$ cancel in the numerator. The line reaches zero at

$$
x_0=x_1-\frac{y_1(x_2-x_1)}{y_2-y_1}
=x_1-\frac{x_1(E_g+x_2)^2}{E_g^2-x_1x_2}
=-\frac{x_1x_2\,(2E_g+x_1+x_2)}{E_g^2-x_1x_2}.
\tag{8}
$$

For $x_1x_2<E_g^2$ this is negative, and the gap comes out too low.

A least-squares line over a window below $x=E_g$ behaves in the same way. The second derivative $y''=(2x-4E_g)/(E_g+x)^4$ is negative for $x<2E_g$, so a line can cut the curve at most twice there. The residuals of the fit sum to zero, and so do their products with $x$. With fewer than two changes of sign this would be impossible, so the fitted line does cut the curve twice, and (8) applies to the two crossings.

Their position can be estimated. Over a window of width $w$ and centre $x_m$, the mean of $(x-x_m)^2$ is $w^2/12$. For a nearly parabolic curve the residual is proportional to $(x-x_m)^2-w^2/12$, which vanishes at $x_m\pm w/\sqrt{12}$. The window from 0.001 to 0.010 hartree gives crossings near 0.0029 and 0.0081 hartree, and (8) predicts $x_0\approx-0.00105$ hartree. The numerical fit gives a gap of 0.04900 hartree, which is 0.00100 hartree or 27 meV too low.

For independent electrons with parabolic bands and constant $P$ and $n$, $(\omega\alpha)^2$ is a straight line that reaches zero at the gap, while a line fitted to $\alpha^2$ over a window below $x=E_g$ gives too low a gap. What remains is to see how this law is changed by a varying matrix element, unequal masses, photon momentum, finite film thickness, non-parabolic bands and the attraction between electron and hole.

Numbers in the example were calculated in double precision.
